\section*{Why one displaced atom fixes the harmonic force constants of cubic silicon}

\section{The symmetry argument}

A harmonic force constant links a displacement vector to a force vector, so it is a $3\times3$ matrix for each pair of atoms. Crystal symmetry relates these matrices to one another. In the diamond structure the relations are strong enough that one column of numbers, the forces caused by moving one atom along a cube axis, determines all the others.

Let $E$ be the energy of a periodic supercell as a function of the atomic displacements. Three assumptions are made: the undisplaced crystal is perfect and in equilibrium, the electronic ground state has the symmetry of the crystal, and the supercell shape is left unchanged by all cubic operations. A symmetry operation $g$ consists of a rotation, reflection, inversion or rotoinversion $R$, followed by a translation. It carries atom $i$ to the place of atom $g(i)$. If displacements $\mathbf u(i)$ are replaced by $\mathbf u'(g(i))=R\,\mathbf u(i)$, the whole distorted crystal has merely been turned and shifted, and $E$ is unchanged. The force is minus the gradient of $E$, and a gradient turns with its argument, so
\begin{equation}
\mathbf F'(g(j))=R\,\mathbf F(j).
\label{eq:cov}
\end{equation}
This holds for displacements of any size.

Define the force constants by
\begin{equation}
\Phi_{\alpha\beta}(j,i)=-\frac{\partial F_\alpha(j)}{\partial u_\beta(i)}
\end{equation}
at zero displacement. If only atom $i$ moves, by a small $\mathbf u$, then $\mathbf F(j)=-\Phi(j,i)\mathbf u$. In the transformed crystal atom $g(i)$ moves by $R\mathbf u$, and \eqref{eq:cov} reads $-\Phi(g(j),g(i))R\mathbf u=-R\,\Phi(j,i)\mathbf u$. Since $\mathbf u$ is arbitrary and $R^{-1}=R^{T}$,
\begin{equation}
\Phi(g(j),g(i))=R\,\Phi(j,i)\,R^{T}.
\label{eq:phi}
\end{equation}

All atoms of the diamond structure are equivalent. Translations connect atoms of one sublattice, and inversion about a bond midpoint exchanges the two sublattices. For every atom $i$ there is thus an operation that carries a chosen atom $0$ to $i$, and \eqref{eq:phi} gives $\Phi(\cdot,i)$ from $\Phi(\cdot,0)$. What remains is to find the three columns of $\Phi(j,0)$ for all $j$.

\section{Reversal without inversion}

The operations that leave atom $0$ in place form its site group, the tetrahedral group $T_d$ with 24 elements. With the cube axes as coordinates, each element permutes the three components of a vector and changes an even number of signs: $6\times4=24$. Inversion changes three signs and is absent. The geometry shows the same: atom $0$ has neighbours at $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$ in units of $a/4$, where $a$ is the lattice constant, and there is no atom at $(-1,-1,-1)$.

Inversion would reverse every vector. To obtain the opposite run it is enough to reverse one vector, the displacement. Let $\mathbf F(j;\mathbf u)$ be the force on atom $j$ when atom $0$ is displaced by $\mathbf u$. If a site operation has $R\mathbf u=-\mathbf u$, then \eqref{eq:cov} gives
\begin{equation}
\mathbf F(j;-\mathbf u)=R\,\mathbf F(g^{-1}(j);\mathbf u).
\label{eq:opp}
\end{equation}
For $\mathbf u$ along $x$, the half turn about $z$, which maps $(x,y,z)$ to $(-x,-y,z)$, does this. So do the half turn about $y$ and two fourfold rotoinversions. Equation \eqref{eq:opp} differs from a plain sign change, because the force on atom $j$ in the opposite run is the turned force on atom $g^{-1}(j)$ of the first run, in general a different atom.

The physical reason is visible in the bonds. When atom $0$ moves along $+x$, it approaches two neighbours and recedes from the other two. When it moves along $-x$, the pairs exchange roles. Each compressed or stretched bond of the second run already occurs in the first, in another orientation.

Which directions can be reversed? The condition $R\mathbf u=-\mathbf u$ means that $\mathbf u$ is an eigenvector of $R$ with eigenvalue $-1$. The classes of $T_d$ give:
\begin{itemize}
\item the identity and the threefold rotations have no eigenvalue $-1$;
\item a half turn about a cube axis reverses the plane perpendicular to that axis, where one component of $\mathbf u$ is zero;
\item a fourfold rotoinversion reverses its own axis, where two components are zero;
\item a mirror reverses its normal, of type $[110]$, where one component is zero.
\end{itemize}
Hence $\mathbf u$ can be reversed if and only if at least one of its cube-axis components vanishes. The direction $[111]$ fails: an atom moving along it heads straight for one neighbour, whereas the opposite motion heads away from that neighbour and into the gap between the other three.

\section{From one run to the full matrix}

Applying every site operation to one run yields the forces for all displacements $R\mathbf u$. Denote the average over the 24 operations by $\langle\ldots\rangle$ and write $\mathbf v=R\mathbf u$, $d=|\mathbf u|$. In the average $\langle v_\beta v_\delta\rangle$ the half turns cancel the terms with $\beta\neq\delta$, because one of them changes the sign of just one of the two components. The threefold rotations make the three diagonal terms equal, and their sum is $d^2$. Therefore
\begin{equation}
\langle v_\beta v_\delta\rangle=\tfrac13 d^2\,\delta_{\beta\delta}.
\label{eq:second}
\end{equation}
In the linear regime $\mathbf F(j;\mathbf v)=-\Phi(j,0)\mathbf v$. Multiplying from the right by $\mathbf v^T$, averaging and using \eqref{eq:second} gives $\langle\mathbf F\mathbf v^T\rangle=-\Phi(j,0)\,d^2/3$, or
\begin{equation}
\Phi(j,0)=-\frac{3}{d^2}\Big\langle R\,\mathbf F(g^{-1}(j);\mathbf u)\,(R\mathbf u)^T\Big\rangle .
\label{eq:est}
\end{equation}
Any nonzero $\mathbf u$ serves here. For harmonic forces, one displaced atom suffices whatever its direction.

For $\mathbf u$ along $x$ the 24 vectors $\mathbf v$ are $\pm x$, $\pm y$ and $\pm z$, each occurring four times. Only $\pm x$ contribute to the $x$ column, each with weight $1/6$, so that
\begin{equation}
\Phi_{\alpha x}(j,0)=-\frac{3}{d^2}\,\frac{d}{6}\big[F_\alpha(j;+x)-F_\alpha(j;-x)\big]
=-\frac{F_\alpha(j;+x)-F_\alpha(j;-x)}{2d}.
\end{equation}
This is the central difference, with the second run supplied by \eqref{eq:opp}.

\section{Why the direction matters}

Real forces are not linear. With sums over repeated Greek indices,
\begin{equation}
F_\alpha(j;\mathbf v)=-\Phi_{\alpha\beta}v_\beta-\tfrac12\Psi_{\alpha\beta\gamma}v_\beta v_\gamma-\tfrac16X_{\alpha\beta\gamma\epsilon}v_\beta v_\gamma v_\epsilon-\ldots,
\end{equation}
where $\Psi$ and $X$ are third and fourth derivatives of the energy, the first index belonging to atom $j$ and the others to atom $0$. Inserted in \eqref{eq:est}, the quadratic term adds to column $\delta$ the error
\begin{equation}
\Delta_{\alpha\delta}=\frac{3}{2d^2}\,\Psi_{\alpha\beta\gamma}\langle v_\beta v_\gamma v_\delta\rangle .
\end{equation}
The half turn about $z$ multiplies a product of components by $-1$ unless $x$ and $y$ together occur an even number of times. The other half turns impose the same on the other pairs, so $x$, $y$ and $z$ occur all an even or all an odd number of times. With three factors, only $v_xv_yv_z$ is left. Permutations and an even number of sign changes do not alter this product, so its average is $u_xu_yu_z$. For a given $\delta$, the indices $\beta$ and $\gamma$ are the other two axes, in either order. The factor 2 from the two orders cancels the $\tfrac12$:
\begin{equation}
\Delta_{\alpha\delta}=\frac{3\,u_xu_yu_z}{d^2}\,\Psi_{\alpha\beta\gamma},\qquad \beta,\gamma\neq\delta,\ \beta\neq\gamma\ \text{(no sum)}.
\label{eq:err}
\end{equation}
The error vanishes when a component of $\mathbf u$ is zero, the same condition as for reversal. For $[111]$, $u_xu_yu_z=d^3/(3\sqrt3)$ and $\Delta_{\alpha\delta}=\Psi_{\alpha\beta\gamma}\,d/\sqrt3$, which is of first order in $d$. For $[100]$ the leading error comes from the cubic force term and equals $X_{\alpha xxx}d^2/6$ in the $x$ column.

\section{A worked model crystal}

The sizes are illustrated by a 64-atom supercell of $2\times2\times2$ cubic cells with a model energy
\begin{equation}
E=\sum_{\text{bonds}}D\big[1-e^{-\kappa(r-r_0)}\big]^2+\sum_{\text{angles}}\frac K2\Big(\cos\theta+\frac13\Big)^2 .
\end{equation}
The round parameters are $D=2$ eV, $\kappa=14$ nm$^{-1}$, $K=2$ eV, $a=0.54$ nm and mass 28 u. The equilibrium bond length is $r_0=\sqrt3a/4=0.2338$ nm and the bond spring is $k=2D\kappa^2=784$ eV/nm$^2$. Reference force constants were obtained by differentiating the forces with respect to every atomic coordinate, without symmetry.

\subsection{Forces}

Atom $0$ is moved by $d=0.001$ nm along $+x$. The neighbour at $(1,1,1)$, whose bond is compressed, feels $(0.34982,0.22108,0.22108)$ eV/nm. The neighbour at $(-1,-1,1)$, whose bond is stretched, feels $(0.34623,0.21490,-0.21490)$ eV/nm. The half turn about $z$ carries the second neighbour to the first and its force to $(-0.34623,-0.21490,-0.21490)$ eV/nm. A separate calculation with the displacement along $-x$ gives these same numbers for the neighbour at $(1,1,1)$. Over all atoms and all four reversing operations the largest disagreement is $7.5\times10^{-16}$ eV/nm, which is rounding error. A plain sign change would miss by up to 0.0062 eV/nm.

For the $yx$ constant of the neighbour at $(1,1,1)$, the central difference gives
\begin{equation}
-\frac{0.22108+0.21490}{2\times0.001}=-217.99\ \text{eV/nm}^2,
\end{equation}
against a reference of $-217.98$ eV/nm$^2$. The one-sided value is $-0.22108/0.001=-221.08$ eV/nm$^2$, off by 1.4\,\%. Both estimates use the same single run. The central difference uses symmetry to supply the opposite run, which cancels the even-order anharmonic part of the force; the one-sided value keeps that part.

The linear statement was tested separately. One column of the reference matrix, expanded by \eqref{eq:est} and \eqref{eq:phi}, reproduces the complete $192\times192$ matrix to $6\times10^{-14}$ eV/nm$^2$.

\subsection{Errors of two directions}

The largest errors in $\Phi(j,0)$, in eV/nm$^2$, are:
\begin{center}
\begin{tabular}{cccc}
$d$ (nm) & $[100]$ & $[111]$ & on-site noise\\
0.0005 & 0.014 & 9.5 & 2.00\\
0.0010 & 0.058 & 19.1 & 1.00\\
0.0020 & 0.231 & 38.4 & 0.50\\
0.0040 & 0.925 & 78.0 & 0.25
\end{tabular}
\end{center}
The last column is discussed below. Doubling $d$ from 0.001 nm multiplies the overall error by 4.00 for $[100]$ and by 2.02 for $[111]$, as the two orders require. Relative to the on-site constant of 1348.8 eV/nm$^2$, the errors at 0.001 nm are $4\times10^{-5}$ and 1.4\,\%.

The second figure follows from \eqref{eq:err}. The on-site third derivative is $\Psi_{xyz}=32\,770$ eV/nm$^3$, so $\Psi_{xyz}d/\sqrt3=18.9$ eV/nm$^2$; the rest of the 19.1 is of higher order. The size of this derivative is set by the bonds. For a bond with unit vector $\mathbf n$ at its energy minimum, three derivatives along different axes with respect to the moved atom give $-(V'''-3V''/r_0)\,n_xn_yn_z$, with $V''=k$ and $V'''=-3\kappa k$. All four bonds have $n_xn_yn_z=1/(3\sqrt3)$, so their contributions add:
\begin{equation}
\frac{4}{3\sqrt3}\,3k\Big(\kappa+\frac1{r_0}\Big)\approx3.31\times10^4\ \text{eV/nm}^3 .
\end{equation}
The angle terms lower this value by about 1\,\%.

In phonon frequencies, the $[100]$ run shifts the optical mode at $\Gamma$, 15.59 THz, by $-0.0003$ THz. The $[111]$ run shifts it by $+0.108$ THz and the opposite one by $-0.107$ THz. If a $[111]$ displacement must be used, both signs have to be calculated; their average removes the first-order error.

\section{Cost and noise}

With two signs for each coordinate, 64 atoms need $64\times3\times2=384$ runs. Translations reduce this to the two atoms of the primitive cell, $2\times3\times2=12$ runs. The full group of $1536=24\times64$ operations leaves one.

Symmetry removes the even-order error but creates no new data. Suppose that each force component carries independent noise of standard deviation $\sigma=0.001$ eV/nm. For the displaced atom, the $x$ component of the predicted opposite force is the measured one with its sign changed. The central difference then reduces to $-F_x(0;+x)/d$, whose noise is $\sigma/d=1.0$ eV/nm$^2$ at $d=0.001$ nm. The $xx$ constant of a nearest neighbour is averaged over four equivalent neighbours, and its noise is $\sigma/(2d)=0.5$ eV/nm$^2$. A real opposite run with independent noise would lower both by a further factor $\sqrt2$.

These numbers set the displacement. For $[100]$ the systematic error is $Cd^2$ with $C=0.0578/(0.001)^2=5.8\times10^4$ eV/nm$^4$. Setting the derivative of $(\sigma/d)^2+(Cd^2)^2$ to zero gives $-2\sigma^2/d^3+4C^2d^3=0$, so
\begin{equation}
d_{100}=\Big(\frac{\sigma}{\sqrt2\,C}\Big)^{1/3}\approx0.0023\ \text{nm},
\end{equation}
with a combined on-site error of about 0.5 eV/nm$^2$. For a single $[111]$ run the error is $Bd$ with $B=\Psi_{xyz}/\sqrt3=1.9\times10^4$ eV/nm$^3$. The on-site block is isotropic, so \eqref{eq:est} reduces to $-\mathbf F(0;\mathbf u)\cdot\mathbf u/d^2$, again with noise $\sigma/d$. The minimum of $(\sigma/d)^2+(Bd)^2$ lies at $d=\sqrt{\sigma/B}\approx0.00023$ nm, with a combined error of about 6 eV/nm$^2$. For the on-site constant of this model, at this noise level and with the best $d$ for each direction, one run along the cube axis is thus better by a factor of about twelve.

\section{When one axis run is not enough}

The supercell shape enters through the site group. A $2\times2\times1$ cell keeps 8 of the 24 site operations. They turn $x$ into $\pm x$ and $\pm y$ but never into $z$, so two axis runs are needed. The columns do differ: summed in quadrature over the other atoms of the same sublattice, the $x$ column of the model is 4\,\% larger than the $z$ column, whereas in the cubic cell they are equal. The constants of a supercell are sums over periodic images, and these sums inherit the shape of the cell.

A single oblique run still works in this cell. The images of $[101]$ span all three dimensions, and the half turn about $y$ reverses it. Equation \eqref{eq:est} must then be replaced by $\Phi=-\langle\mathbf F\mathbf v^T\rangle\langle\mathbf v\mathbf v^T\rangle^{-1}$, since the second moment is no longer isotropic.

A vacancy, an impurity or a frozen disorder removes the equivalence of the atoms, and more runs are needed. Their number depends on the symmetry that remains: a point defect that keeps the site group $T_d$ still saves most of the runs, whereas under disorder without any symmetry only translational invariance is left. It makes the constants $\Phi(j,i)$ sum to zero over $i$, which spares the runs for one atom and no more.

\section{Real silicon and practical use}

The parameters are in the rough regime of silicon, but the model is not a first-principles calculation. Its transverse acoustic frequency at the zone-boundary point $X$ is 5.8 THz, about 30\,\% above the rough real value of 4.5 THz. The round parameters were not fitted to this frequency. In the model an atom is coupled only to itself and 16 others. In real silicon the forces reach further, so convergence with supercell size must be checked separately: symmetry gives the constants of the chosen cell, not of the infinite crystal.

Temperature is the other large omission. At 300 K, with quantum harmonic amplitudes, the atoms of the 64-atom cell have a thermal root-mean-square displacement of 0.0070 nm per axis, seven times the displacement used above. This value is not converged with cell size, because a small cell lacks the long-wave acoustic modes: it rises to 0.0074 nm for 216 atoms and approaches about 0.0082 nm for the infinite model crystal. The forces left out by the harmonic approximation amount to 16\,\% of the total, both as root-mean-square values. This share is the same to these digits in the 64-atom and the 216-atom cell, and it is 14\,\% with classical amplitudes. An error of $4\times10^{-5}$ in the harmonic constants says nothing about this part. Thermal expansion is also omitted.

For a first-principles calculation the following procedure results.
\begin{itemize}
\item Use a supercell with full cubic symmetry and displace one atom along a cube axis. Choose $d$ from the measured force noise; the value of 0.0023 nm belongs to the noise and anharmonicity assumed here.
\item Inspect the run for symmetry. Four site operations leave the displacement unchanged, and one of them exchanges $y$ and $z$. The neighbour at $(1,1,1)$ must therefore have $F_y=F_z$. A difference reveals force noise or numerical symmetry breaking, for instance by an integration grid that does not share the crystal symmetry. This check requires forces that the program has not symmetrized itself; otherwise the equality is imposed and shows nothing.
\item Calculate the opposite run once for a new numerical setup and compare it with \eqref{eq:opp}. Disagreement points to broken symmetry or force noise, because anharmonicity of any order satisfies \eqref{eq:opp}.
\end{itemize}
The numerical output below lists the values used here.

\section*{Computed results}
\begin{verbatim}
lattice constant: 0.54 nm; bond length: 0.23383 nm
Morse depth: 2.0 eV; decay: 14.0 1/nm
angle constant: 2.0 eV; mass: 28.0 u
bond spring: 784.0 eV/nm^2
displacement: 0.001 nm; force noise: 0.001 eV/nm
atoms: 64; supercell operations: 1536
site operations: 24; sending x to -x: 4
  of these, proper rotations: 2
directions tested for reversal: 124
signed axis runs, no symmetry: 384
signed axis runs, translations only: 12
signed axis runs, full symmetry: 1
2x2x1 cell: site operations 8, axis runs 2
2x2x1 orbit rank: [100] 2, [101] 3
x/z column norm, same sublattice, 2x2x2: 1.0000
x/z column norm, same sublattice, 2x2x1: 1.0445
forces in eV/nm (x y z):
  moved atom, +x run: -1.34875 0.00000 0.00000
  neighbour (1,1,1), +x run: 0.34982 0.22108 0.22108
  neighbour (-1,-1,1), +x run: 0.34623 0.21490 -0.21490
  the latter after half turn about z: -0.34623 -0.21490 -0.21490
  neighbour (1,1,1), real -x run: -0.34623 -0.21490 -0.21490
largest miss, site operation: 7.5e-16 eV/nm
largest miss, plain sign change: 0.00618 eV/nm
full matrix from one exact column, miss: 5.7e-14 eV/nm^2
on-site constant xx: 1348.810 eV/nm^2
neighbour (1,1,1) constant xx: -348.041 eV/nm^2
neighbour (1,1,1) constant xy: -217.980 eV/nm^2
on-site third derivative xyz: 32770.1 eV/nm^3
one-sided x column, largest error: 3.0986 eV/nm^2
d (nm), largest error [100], [111], on-site noise (eV/nm^2):
  0.0005  0.01445  9.4956  2.000
  0.0010  0.05778  19.0631  1.000
  0.0020  0.23114  38.4177  0.500
  0.0040  0.92482  78.0326  0.250
error growth on doubling d: [100] 4.000, [111] 2.017
noise in on-site xx: 1.000 eV/nm^2
noise in neighbour xx: 0.500 eV/nm^2
optical frequency at Gamma: 15.5895 THz
  shift, [100] run: -0.000323 THz
  shift, [111] run: 0.10808 THz
  shift, opposite [111] run: -0.10725 THz
transverse acoustic at X: 5.8359 THz
  shift, [100] run: -0.000735 THz
  rough real silicon value: 4.5 THz
  model / rough value: 1.30
atoms coupled to one atom, itself included: 17
thermal rms displacement per axis, 300 K: 0.00699 nm
anharmonic share of rms force, 300 K: 0.158
\end{verbatim}
